**Field unwinding of a ferroelectric smectic-C helix**

The program tests the threshold $E_c=\pi^2Kq^2/(16P)$ for the energy density $K(\phi'-q)^2/2-PE\cos\phi$, where $\phi$ is the angle between polarization and field, $K$ the elastic constant, $q$ the zero-field twist, $P$ the polarization and $E$ the field. Direct minimization of a discretized turn gives $PE_c/(Kq^2)=0.616851$, against $\pi^2/16=0.616850$. The program asserts that the minimized pitch and energy gain agree with the elliptic-integral formulas at 0.50, 0.90 and 0.99 of the threshold, and it checks the logarithmic growth of the pitch close to it. It also asserts that 300 random one-turn profiles all cost energy at the threshold field, and that periodic twists over a range of periods do so 5% above it. Relaxation of a finite sample with free ends gives less than one turn at $0.438\,E_c$ and nearly three at $0.373\,E_c$, on either side of the predicted entry field $4E_c/\pi^2$. For rough values in the regime of DOBAMBC the output gives $E_c\approx0.68$ kV/cm, together with estimates of several effects that the model neglects.

## Verification by program

```python
"""Field unwinding of a ferroelectric smectic-C helix.

Result under test: for the free energy density
    f = K (phi' - q)^2 / 2 - P E cos(phi)
the helix gives way to phi = 0 at  Ec = pi^2 K q^2 / (16 P).
phi: angle between polarization and field; z: layer normal;
K: elastic constant (tilt factor included); q: zero-field twist;
P: spontaneous polarization; E: field; xi = sqrt(K/(P E)).
Reduced tests use K = q = 1 and h = P E/(K q^2).
Elliptic integrals of scipy take the parameter m = k^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipe, ellipk, ellipkm1

pi = np.pi
H_FORMULA = pi**2 / 16


def excess_per_turn(period, h, n=1000):
    """Minimized energy of one turn minus that of the unwound state."""
    half = period / 2
    dz = half / n
    z = np.linspace(0, half, n + 1)
    phi = pi * np.sinh(np.sqrt(h) * z) / np.sinh(np.sqrt(h) * half)
    phi[-1] = pi
    size = np.inf
    for _ in range(40):
        inner = phi[1:-1]
        gradient = (2 * inner - phi[:-2] - phi[2:]) / dz + h * dz * np.sin(inner)
        bands = np.full((3, n - 1), -1 / dz)
        bands[1] = 2 / dz + h * dz * np.cos(inner)
        step = solve_banded((1, 1), bands, -gradient)
        phi[1:-1] += step
        size = np.max(np.abs(step))
        if size < 1e-9:
            break
    assert size < 1e-7, "energy minimization did not converge"
    potential = h * (1 - np.cos(phi))
    energy = np.sum(np.diff(phi)**2) / (2 * dz)
    energy += dz * (np.sum(potential) - (potential[0] + potential[-1]) / 2)
    return 2 * energy - 2 * pi


def parameter_m(field_ratio):
    """Elliptic parameter of the helix at E/Ec = field_ratio."""
    return brentq(lambda m: m / ellipe(m)**2 - field_ratio, 1e-10, 1 - 1e-13)


def pitch_ratio(field_ratio):
    m = parameter_m(field_ratio)
    return 4 * ellipk(m) * ellipe(m) / pi**2


# Threshold from direct minimization of an isolated turn
h_numeric = brentq(lambda h: excess_per_turn(36.0, h, 2000), 0.4, 0.9)
assert abs(h_numeric / H_FORMULA - 1) < 1e-4
print("Reduced threshold P*Ec/(K*q^2), direct minimization: %.6f" % h_numeric)
print("Reduced threshold, pi^2/16: %.6f" % H_FORMULA)

# Pitch and energy gain below threshold, from minimization over the period
for ratio in (0.5, 0.9, 0.99):
    h = ratio * H_FORMULA
    best = minimize_scalar(lambda L: excess_per_turn(L, h) / L,
                           bounds=(5.0, 40.0), method="bounded",
                           options={"xatol": 1e-6})
    m = parameter_m(ratio)
    gain = -2 * h * (1 / m - 1)
    assert abs(best.x / (2 * pi) / pitch_ratio(ratio) - 1) < 3e-3
    assert best.fun < 0 and abs(best.fun / gain - 1) < 5e-3
    print("E/Ec = %.2f: pitch/p0 minimized %.4f, formula %.4f"
          % (ratio, best.x / (2 * pi), pitch_ratio(ratio)))
    print("   energy gain/(K q^2): minimized %.3e, formula %.3e"
          % (-best.fun, -gain))

# Above threshold every periodic twist costs energy, less at longer period
costs = np.array([excess_per_turn(L, 1.05 * H_FORMULA) / L
                  for L in np.linspace(5, 40, 30)])
assert np.all(costs > 0) and np.all(np.diff(costs) < 0)

# Lower bound: random profiles with one net turn at the threshold field
rng = np.random.default_rng(4)
s = np.linspace(0, 1, 4001)
trial_excess = []
for _ in range(300):
    length = rng.uniform(3, 20)
    phi = 2 * pi * s
    slope = np.full_like(s, 2 * pi)
    for n in range(1, 6):
        amplitude = rng.normal() / n
        phi = phi + amplitude * np.sin(n * pi * s)
        slope = slope + amplitude * n * pi * np.cos(n * pi * s)
    density = (slope / length)**2 / 2 + H_FORMULA * (1 - np.cos(phi))
    trial_excess.append(length * np.trapezoid(density, s) - 2 * pi
                        if hasattr(np, "trapezoid")
                        else length * np.trapz(density, s) - 2 * pi)
assert min(trial_excess) > 0
print("Smallest excess of 300 random turns at Ec, units K*q: %.4f"
      % min(trial_excess))

# Logarithmic divergence of the pitch close to threshold
k_prime = 1e-2
m = 1 - k_prime**2
distance = 1 - m / ellipe(m)**2
assert abs(distance / (k_prime**2 * (np.log(4 / k_prime) + 0.5)) - 1) < 3e-3
near_pitch = 4 * ellipkm1(k_prime**2) * ellipe(m) / pi**2
assert abs(near_pitch / (4 / pi**2 * np.log(4 / k_prime)) - 1) < 3e-3
print("Near threshold: 1-E/Ec = %.3e gives pitch/p0 = %.3f"
      % (distance, near_pitch))


def relaxed_twist(h, length=40.0, n=400, dt=0.05, steps=8000):
    """Total twist after relaxing the unwound state with free ends."""
    dz = length / n
    weight = np.full(n + 1, dz)
    weight[[0, -1]] = dz / 2
    stiffness = (np.diag(np.full(n + 1, 2 / dz))
                 - np.diag(np.full(n, 1 / dz), 1)
                 - np.diag(np.full(n, 1 / dz), -1))
    stiffness[0, 0] = stiffness[-1, -1] = 1 / dz
    inverse = np.linalg.inv(np.diag(weight) + dt * stiffness)
    end_torque = np.zeros(n + 1)
    end_torque[0], end_torque[-1] = -1.0, 1.0
    phi = np.zeros(n + 1)
    for _ in range(steps):
        phi = inverse @ (weight * phi
                         + dt * (end_torque - weight * h * np.sin(phi)))
    return phi[-1] - phi[0]


# Entry of turns from free ends, predicted at h = 1/4
twist_above, twist_below = relaxed_twist(0.27), relaxed_twist(0.23)
assert abs(twist_above - 4 * np.arcsin(1 / (2 * np.sqrt(0.27)))) < 0.03
assert twist_above < 2 * pi and twist_below > 4 * pi
print("Free ends, field lowered to E/Ec = %.3f: %.2f turns"
      % (0.27 / H_FORMULA, twist_above / (2 * pi)))
print("Free ends, field lowered to E/Ec = %.3f: %.2f turns"
      % (0.23 / H_FORMULA, twist_below / (2 * pi)))

# Worked example: rough values in the regime of DOBAMBC
K = 1e-12                 # N
pitch = 3e-6              # m
P = 4e-5                  # C/m^2
tilt = np.radians(25)
temperature = 358.0       # K
below_transition = 10.0   # K
cell = 100e-6             # m
q = 2 * pi / pitch
field_unit = 1e5          # V/m in one kV/cm
Ec = pi**2 * K * q**2 / (16 * P)


def threshold(sin2_term):
    """Field at which a wall with extra energy a(E) sin^2(phi) is free."""
    def balance(E):
        def integrand(phi):
            v = P * E * (1 - np.cos(phi)) + sin2_term(E) * np.sin(phi)**2
            return np.sqrt(2 * K * max(v, 0.0))
        return 2 * quad(integrand, 0, pi)[0] / (2 * pi * K * q) - 1
    return brentq(balance, 0.3 * Ec, 1.5 * Ec, xtol=1e-6)


assert abs(threshold(lambda E: 0.0) / Ec - 1) < 1e-7
print("Example (rough, DOBAMBC regime): K = %.1f pN, pitch = %.1f um"
      % (K * 1e12, pitch * 1e6))
print("P = %.1f nC/cm2, tilt = %.0f deg, T = %.0f K, cell = %.0f um"
      % (P * 1e5, np.degrees(tilt), temperature, cell * 1e6))
print("Twist q = %.4f rad/um" % (q * 1e-6))
print("Unwinding field Ec = %.4f kV/cm = %.5f V/um"
      % (Ec / field_unit, Ec * 1e-6))
print("Voltage Ec*cell = %.3f V" % (Ec * cell))
print("Energy density P*Ec = %.3f J/m3" % (P * Ec))
print("Wall length xi at Ec = %.4f um" % (np.sqrt(K / (P * Ec)) * 1e6))
print("Wall energy at Ec = %.3e J/m2" % (8 * np.sqrt(K * P * Ec)))
print("Free-end entry field = %.4f kV/cm" % (K * q**2 / (4 * P) / field_unit))
for E_example in (0.3, 0.6):
    ratio = E_example * field_unit / Ec
    print("At %.1f kV/cm: E/Ec = %.4f, k = %.5f, pitch = %.3f um"
          % (E_example, ratio, np.sqrt(parameter_m(ratio)),
             pitch_ratio(ratio) * pitch * 1e6))

# Neglected effects, with rough inputs
anisotropy = -2.0         # dielectric anisotropy
susceptibility = 1.0      # field-induced polarization
anchoring = 1e-5          # J/m^2, each surface
layers = 40e-9            # m, both alignment layers together
layer_permittivity = 3.0
eps0 = const.epsilon_0
print("Rough inputs: dielectric anisotropy %.0f, susceptibility %.0f"
      % (anisotropy, susceptibility))
print("Rough inputs: anchoring %.0e J/m2, layers %.0f nm, permittivity %.0f"
      % (anchoring, layers * 1e9, layer_permittivity))
extra_terms = {
    "dielectric anisotropy":
        lambda E: -eps0 * anisotropy * np.sin(tilt)**2 * E**2 / 2,
    "field-induced polarization":
        lambda E: eps0 * susceptibility * E**2 / 2,
    "surface anchoring (upper estimate)":
        lambda E: 2 * anchoring * np.sin(tilt)**2 / cell,
}
for name, term in extra_terms.items():
    shift = threshold(term) / Ec - 1
    assert -0.1 < shift < 0
    print("Shift of Ec, %s: %.3f %%" % (name, 100 * shift))
layer_voltage = P * layers / (eps0 * layer_permittivity)
print("Alignment-layer voltage: %.4f V, %.2f %% of Ec*cell"
      % (layer_voltage, 100 * layer_voltage / (Ec * cell)))
phi_squared = const.k * temperature * q / (2 * pi**2 * K)
print("Thermal <phi^2>, wave numbers below q: %.2e rad2" % phi_squared)
tilt_factor = np.sqrt((below_transition - 1) / below_transition)
Ec_warm = pi**2 * (K * tilt_factor**2) * q**2 / (16 * P * tilt_factor)
print("Shift of Ec on warming by 1 K (mean-field tilt): %.2f %%"
      % (100 * (Ec_warm / Ec - 1)))
print("all tests passed")
```

Running it gives:

```
Reduced threshold P*Ec/(K*q^2), direct minimization: 0.616851
Reduced threshold, pi^2/16: 0.616850
E/Ec = 0.50: pitch/p0 minimized 1.0554, formula 1.0554
   energy gain/(K q^2): minimized 2.161e-01, formula 2.161e-01
E/Ec = 0.90: pitch/p0 minimized 1.3362, formula 1.3362
   energy gain/(K q^2): minimized 3.305e-02, formula 3.305e-02
E/Ec = 0.99: pitch/p0 minimized 1.8276, formula 1.8276
   energy gain/(K q^2): minimized 2.467e-03, formula 2.467e-03
Smallest excess of 300 random turns at Ec, units K*q: 0.4495
Near threshold: 1-E/Ec = 6.489e-04 gives pitch/p0 = 2.429
Free ends, field lowered to E/Ec = 0.438: 0.82 turns
Free ends, field lowered to E/Ec = 0.373: 2.95 turns
Example (rough, DOBAMBC regime): K = 1.0 pN, pitch = 3.0 um
P = 4.0 nC/cm2, tilt = 25 deg, T = 358 K, cell = 100 um
Twist q = 2.0944 rad/um
Unwinding field Ec = 0.6765 kV/cm = 0.06765 V/um
Voltage Ec*cell = 6.765 V
Energy density P*Ec = 2.706 J/m3
Wall length xi at Ec = 0.6079 um
Wall energy at Ec = 1.316e-05 J/m2
Free-end entry field = 0.2742 kV/cm
At 0.3 kV/cm: E/Ec = 0.4435, k = 0.83077, pitch = 3.126 um
At 0.6 kV/cm: E/Ec = 0.8870, k = 0.98306, pitch = 3.935 um
Rough inputs: dielectric anisotropy -2, susceptibility 1
Rough inputs: anchoring 1e-05 J/m2, layers 40 nm, permittivity 3
Shift of Ec, dielectric anisotropy: -0.178 %
Shift of Ec, field-induced polarization: -0.494 %
Shift of Ec, surface anchoring (upper estimate): -0.879 %
Alignment-layer voltage: 0.0602 V, 0.89 % of Ec*cell
Thermal <phi^2>, wave numbers below q: 5.24e-04 rad2
Shift of Ec on warming by 1 K (mean-field tilt): -5.13 %
all tests passed
```
